\section*{The localized orbital scaling correction to exchange-only LSDA for stretched H$_2^+$, part 2}

One electron is shared by two protons $A$ and $B$ a distance $R$ apart. Hartree atomic units ($E_h$, bohr), real orbitals and one spin channel are used; numbers are cc-pVTZ values unless another basis is named. The parent functional, exchange-only LSDA, has energy $E$, canonical orbitals $\psi_m$, eigenvalues $\varepsilon_m$ and occupations $n_m$; $\hat h_0$ is kinetic plus nuclear attraction. LOSC adds $\Delta E$, evaluated post-SCF in orthonormal orbitalets $\phi_i$, with $\psi_m=\sum_iU_{im}\phi_i$, $\lambda_{ij}=\sum_mn_mU_{im}U_{jm}$, $\rho_i=\phi_i^2$, $J_{ij}=\iint\rho_i(\mathbf r)\rho_j(\mathbf r')/|\mathbf r-\mathbf r'|$, $X_{ij}=\int\rho_i^{2/3}\rho_j^{2/3}$ and $C_x=\frac34(6/\pi)^{1/3}$.

For one fixed orbital $\phi$ with occupation $n$, $h=\langle\phi|\hat h_0|\phi\rangle$, $J=J_{11}$, $X=X_{11}$, $\kappa=\kappa_{11}$:
\begin{equation}
E_n[\phi]=nh+\tfrac12n^2J-C_xXn^{4/3}.
\label{eq:En}
\end{equation}
Here $\Delta E=\frac12\kappa n(1-n)$ leaves the remainder $r(n)=E_n+\Delta E-nE_1$, and $r(\frac12)=0$ fixes
\begin{equation}
\tau=6\,(1-2^{-1/3})=1.237797 .
\label{eq:tau}
\end{equation}
In atomic energies, $\phi_1$ is the self-consistent orbital of neutral hydrogen.

For non-overlapping orbitalets,
\begin{equation}
E_H=\tfrac12\sum_{ij}\lambda_{ii}\lambda_{jj}J_{ij},\qquad E_x^{\rm LSDA}=-C_x\sum_i\lambda_{ii}^{4/3}X_{ii}.
\label{eq:HX}
\end{equation}
The correction is
\begin{equation}
\Delta E=\tfrac12\sum_{ij}\kappa_{ij}\lambda_{ij}(\delta_{ij}-\lambda_{ij}),\qquad
\kappa_{ij}=J_{ij}-\frac{2\tau C_x}{3}X_{ij}.
\label{eq:losc}
\end{equation}
With frozen orbitals it shifts the levels by
\begin{equation}
\Delta\varepsilon_m=\langle\psi_m|\Delta\hat h|\psi_m\rangle
=\sum_i\kappa_{ii}\big(\tfrac12-\lambda_{ii}\big)U_{im}^2-\sum_{i\ne j}\kappa_{ij}\lambda_{ij}U_{im}U_{jm}.
\label{eq:shift}
\end{equation}
With relaxed orbitals,
\begin{equation}
\frac{d(E+\Delta E)}{dn_m}=\varepsilon_m+\Delta\varepsilon_m+\tfrac12\sum_{ij}\frac{d\kappa_{ij}}{dn_m}\lambda_{ij}(\delta_{ij}-\lambda_{ij})+\sum_{ik}\frac{\partial\Delta E}{\partial U_{ik}}\frac{dU_{ik}}{dn_m}.
\label{eq:relaxed}
\end{equation}

The window holds the lowest $\sigma_g$ and $\sigma_u$ orbitals, $g$ and $u$, with $n_g=1$, $n_u=0$ and $\Delta=\varepsilon_u-\varepsilon_g$. Orbitalets mix them by an angle $\theta$ that minimises spatial spread plus $w$ times energy spread; $w=1000$ bohr$^2/E_h^2$ (printed as W). At $R^*=3.64$ bohr $\theta$ jumps from $0$ to $\pi/4$. The stretched molecule has $\theta=\pi/4$, with orbitalets $a=(g+u)/\sqrt2$ on $A$ and $b=(g-u)/\sqrt2$ on $B$. With $z$ along the bond, $d=\langle g|z|u\rangle=\frac12(\langle z\rangle_a-\langle z\rangle_b)$.

\section*{(f) Size consistency}

For large $R$ find $E$, $\Delta E$ and their sum. In what sense is the result size consistent, and how fast is the limit approached?

\paragraph{Solution.} With $g=(a+b)/\sqrt2$, all four elements of $\lambda$ equal $\frac12$. Symmetry gives $\kappa_{aa}=\kappa_{bb}$, and \eqref{eq:losc} has two diagonal terms $\frac12\kappa_{aa}\cdot\frac14$ and two off-diagonal terms $-\frac12\kappa_{ab}\cdot\frac14$:
\begin{equation}
\Delta E=\tfrac14(\kappa_{aa}-\kappa_{ab}).
\label{eq:dEH2}
\end{equation}
Neglect overlap, including the hopping $\langle a|\hat h_0|b\rangle$. Let $h_a$ be the one-electron energy of $a$ on its own atom and $v=\langle a|r_B^{-1}|a\rangle$. Each atom contributes $\frac12(h_a-v)$, and \eqref{eq:HX} gives $E_H=\frac12\cdot\frac14(2J_{aa}+2J_{ab})$ and $E_x=-2\cdot2^{-4/3}C_xX_{aa}$:
\begin{equation}
E=\frac1R+h_a-v+\tfrac14J_{aa}+\tfrac14J_{ab}-2^{-1/3}C_xX_{aa}
=2E_{1/2}[a]+\Big(\frac1R-v\Big)+\tfrac14J_{ab},
\label{eq:Eparent}
\end{equation}
by \eqref{eq:En}. For spherical non-overlapping charges $v=J_{ab}=1/R$, so the parent dissociates to two atoms of charge $+\frac12$ that repel as $1/(4R)$. The exact system, a neutral atom and a proton, has no $1/R$ term. Adding \eqref{eq:dEH2} with $\kappa_{ab}=J_{ab}$ cancels $J_{ab}$ identically, raises $\frac14J_{aa}$ to $\frac12J_{aa}$, and changes the exchange coefficient to $2^{-1/3}+\tau/6=1$ by \eqref{eq:tau}:
\begin{equation}
E_{\rm LOSC}=E+\Delta E=E_1[a]+\frac1R-\langle a|r_B^{-1}|a\rangle .
\label{eq:final}
\end{equation}
This is the parent's energy of a whole electron in orbital $a$, next to a bare proton.

As $R\to\infty$, $a$ becomes $\phi_{1/2}$, the self-consistent orbital of the half-occupied atom, and $r(\frac12)=0$ gives
\begin{equation}
E_{\rm LOSC}\to 2\big(E_{1/2}[\phi_{1/2}]+\tfrac18\kappa\big)=E_1[\phi_{1/2}]\ \ge\ E_1[\phi_1].
\end{equation}
The first form is the size consistency that holds: the molecule's corrected energy is the sum of the corrected energies of two separate H$^{+1/2}$ fragments, with no $1/R$ term. The inequality holds because $\phi_1$ minimises $E_1$. Equality with the parent's $E({\rm H})+E({\rm H}^+)$ is reached only if the orbital is frozen at $\phi_1$; with that frozen orbital $E_{\rm LOSC}-E({\rm H})$ at 20 bohr is zero in this basis to within the quadrature error, of order $10^{-9}E_h$. For an unsymmetric frozen state $\psi=\sqrt n\,a+\sqrt{1-n}\,b$ the inter-site terms are $1/R-n/R-(1-n)/R+n(1-n)/R-\lambda_{ab}^2/R=0$, so additivity persists, but the sum is $E_1+r(n)+r(1-n)$. The program tests additivity at $n=\frac14$ and $\frac12$, and that dropping $\kappa_{ab}$ leaves $n(1-n)/R$.

For the rate of approach, measure $z$ from $A$, pointing away from $B$, so that $r_B^{-1}=1/R-z/R^2+O(R^{-3})$. The Kohn--Sham potential near $A$ from the other side is $-r_B^{-1}$ plus the Hartree potential of half an electron, that is $-1/(2R)+fz$ with $f=1/(2R^2)$. The orbital is therefore $\phi_f$, that of the half-occupied atom in the field $f$, while \eqref{eq:final} evaluates it in the field $2f$:
\begin{equation}
E_{\rm LOSC}-E_1[\phi_{1/2}]=E_1[\phi_f]-E_1[\phi_{1/2}]+2f\langle z\rangle_f+O(R^{-6}).
\label{eq:resid}
\end{equation}
Reflection $z\to-z$ makes $E_1[\phi_f]$ even and $\langle z\rangle_f$ odd in $f$, so the residual is $O(f^2)=O(R^{-4})$. The field gradient is $O(R^{-3})$ and, acting on a spherical atom, first contributes at second order, $O(R^{-6})$.

For the half-occupied atom $E_{1/2}=-0.278961$, $J=0.661982$, $C_xX=0.283787\,E_h$, hence $\kappa=0.661982-0.825198\times0.283787=0.427801\,E_h$ and
\begin{equation}
2\,(-0.278961+0.053475)=-0.450972\,E_h .
\end{equation}
Relative to the parent's neutral atom, $-0.456680\,E_h$, the dissociation limit is off by $-0.101242\,E_h$ ($-2.755$ eV) without the correction and by $+0.005708\,E_h$ (0.155 eV) with it; at the basis-set limit these are $-0.10106$ and $+0.00597\,E_h$ (0.163 eV). At $R=20$ bohr, $E=-0.545424\,E_h$ lies $0.012499\,E_h$ above $2E_{1/2}$, against $1/(4R)=0.0125$. With $\kappa_{aa}=0.427801$ and $\kappa_{ab}=0.050012\,E_h$,
\begin{equation}
\Delta E=\tfrac14(0.427801-0.050012)=0.094447\,E_h\ (2.570\ {\rm eV}),\qquad E_{\rm LOSC}=-0.450977\,E_h .
\end{equation}
The excess of $\kappa_{ab}$ over $1/R$ follows from polarisation. Expanded about their centroids the two densities have no dipoles, so $J_{ab}$ is the inverse centroid distance to this order, $1/(2\times9.9977)=0.050012$. The residual is $-4.43\times10^{-6}E_h$ at 20 bohr and $-8.75\times10^{-7}E_h$ at 30 bohr, giving the power $\ln(4.43/0.875)/\ln1.5=4.00$. The separate atomic calculation of \eqref{eq:resid} gives $-4.43\times10^{-6}E_h$. Both comparisons are tests in the program. The power is general, but the coefficient is not converged: this basis has no diffuse functions and underestimates the polarisability of the atom, as part (g) shows. In aug-cc-pVTZ the residual at 20 bohr is $-1.03\times10^{-5}E_h$, 2.3 times larger, with power 4.01 and $|d|=9.9953$ bohr.

Against the exact energy in this basis, $-0.499816\,E_h$ (Hartree--Fock is exact for one electron), the absolute error at 20 bohr is not reduced: it is $-0.045608\,E_h$ before and $+0.048839\,E_h$ after. The parent's neutral atom is itself $0.043130\,E_h$ above the exact $-0.499810\,E_h$, and the correction vanishes at integer occupation. The smaller uncorrected error is a partial cancellation: the negative error $2E_{1/2}-E_1$ of the dissociation limit is offset by this atomic error and by the $1/(4R)$ tail, both positive, $-0.101242+0.043130+0.0125=-0.045612\,E_h$, which differs from $-0.045608\,E_h$ by $O(R^{-4})$ terms.

\section*{(g) Levels of the stretched molecule}

Find $\Delta\varepsilon_g$, $\Delta\varepsilon_u$ and the corrected levels at large $R$. Compare them with exact removal and same-spin addition energies.

\paragraph{Solution.} The diagonal terms of \eqref{eq:shift} vanish because $\lambda_{ii}=\frac12$. The two off-diagonal terms give $-2\kappa_{ab}\cdot\frac12\,U_{am}U_{bm}$, with $U_{ag}U_{bg}=+\frac12$ and $U_{au}U_{bu}=-\frac12$:
\begin{equation}
\Delta\varepsilon_g=-\tfrac12\kappa_{ab}\to-\frac1{2R},\qquad\Delta\varepsilon_u=+\tfrac12\kappa_{ab}\to+\frac1{2R}.
\end{equation}
In the parent both levels equal the eigenvalue $\varepsilon(\frac12)$ of the half-occupied atom plus the constant $-1/(2R)$ found in part (f). Hence, up to $O(R^{-4})$,
\begin{equation}
\varepsilon_g^{\rm LOSC}=\varepsilon(\tfrac12)-\frac1R,\qquad\varepsilon_u^{\rm LOSC}=\varepsilon(\tfrac12).
\end{equation}
Let $\mathcal E(N)$ be the exact energy with $N$ electrons of the same spin and $E_{\rm H}$ that of the atom. To the same order $\mathcal E(0)=1/R$, $\mathcal E(1)=E_{\rm H}$ and $\mathcal E(2)=2E_{\rm H}$ (two neutral atoms, triplet). Then $-I=\mathcal E(1)-\mathcal E(0)=E_{\rm H}-1/R$, $-A=\mathcal E(2)-\mathcal E(1)=E_{\rm H}$, and the gap is $I-A=1/R$. The corrected levels have the exact $1/R$ terms and the exact leading gap, where the parent's gap $\Delta$ vanishes. Both carry the same constant offset $\varepsilon(\frac12)-E_{\rm H}$. Differentiating \eqref{eq:En}, $\varepsilon(n)=h+nJ-\frac43C_xXn^{1/3}$, and subtracting $E_1=h+\frac12J-C_xX$ for the same orbital,
\begin{equation}
\varepsilon(\tfrac12)=E_1[\phi_{1/2}]+\big(1-\tfrac43\,2^{-1/3}\big)C_xX=-0.450972-0.016536=-0.467508\,E_h,
\end{equation}
which the program tests.

At $R=20$ bohr the parent gives $\varepsilon_g=-0.492506\,E_h$, against $-0.467508-0.025=-0.492508$, and $\varepsilon_u$ is the same to these digits. The shifts $\mp0.025006\,E_h$ give $\varepsilon_g^{\rm LOSC}=-0.517512\,E_h$ ($-14.082$ eV) and $\varepsilon_u^{\rm LOSC}=-0.467501\,E_h$ ($-12.721$ eV). The references are Hartree--Fock energies in the same basis, exact for one electron and lacking dispersion for the triplet:
\begin{align}
-I&=-0.499816-0.05=-0.549816\,E_h\ (-14.961\ {\rm eV}),\\
-A&=-0.999620+0.499816=-0.499804\,E_h\ (-13.600\ {\rm eV}).
\end{align}
The gap is $0.050012\,E_h$ (1.361 eV) on both sides; the program asserts agreement within $10^{-4}E_h$. Only the $1/R=0.05\,E_h$ part of this agreement is derived. The excess of about $1.2\times10^{-5}E_h$ is $O(R^{-4})$: in LOSC it comes from the centroid shift of the half-occupied LSDA orbital, and in the reference it is twice the polarisation energy of the atom in this basis, $2(0.499816-0.499810)$. The exact atom, with polarisability $\alpha=9/2$, would give $\alpha/R^4=2.8\times10^{-5}E_h$, so the basis recovers less than half of it and the $O(R^{-4})$ terms are not converged. No condition ties the two together, so their agreement in the last digits is not a property of the method: in aug-cc-pVQZ the excess is $2.4\times10^{-5}E_h$ in LOSC and $2.8\times10^{-5}E_h$ in the reference. Each corrected level lies $0.0323\,E_h$ (0.879 eV) above its reference. The offset splits as
\begin{equation}
0.043130+0.005708-0.016536=0.032302\,E_h,
\end{equation}
the parent's atomic error, the relaxation remainder of part (f) and the exchange term above. The error of $\varepsilon_g$ relative to $-I$ falls from $0.0573$ to $0.0323\,E_h$. The error of $\varepsilon_u$ relative to $-A$ rises from $0.0073$ to $0.0323\,E_h$, because before the correction it is the offset minus $1/(2R)$, and at this distance the second term removes most of the first.

Finally, $\theta$ stays at $\pi/4$ when $n_g=n$ varies, so the last term of \eqref{eq:relaxed} is absent. All $\lambda_{ij}=n/2$, and $\Delta E(n)=\kappa_{aa}\frac n2(1-\frac n2)-\kappa_{ab}\frac{n^2}4$. At $n=1$, with primes denoting $d/dn$,
\begin{equation}
\frac{dE_{\rm LOSC}}{dn}=\varepsilon_g-\tfrac12\kappa_{ab}+\tfrac14(\kappa_{aa}'-\kappa_{ab}')=-0.517512-0.009846\ E_h,
\end{equation}
which agrees, within rounding, with the finite difference of fully relaxed energies, $-0.527359\,E_h$; this too is a test in the program. In aug-cc-pVQZ the two terms are $-0.51762$ and $-0.01007\,E_h$, and both corrected levels lie $1\times10^{-4}E_h$ lower than in cc-pVTZ. The frozen-orbitalet level differs from the slope of the post-SCF corrected energy by about $0.01\,E_h$ here, since $\lambda$ is fractional and the curvature changes with occupation. For $U=1$ and integer occupations the factor $\lambda_{ij}(\delta_{ij}-\lambda_{ij})$ is zero and this term is absent, as for the neutral atom of part (a).

\section*{Computed results}
\begin{verbatim}
Cx = 0.930526 
tau = 1.237797 
W = 1000 bohr^2/Eh^2
H: E exact in basis = -0.499810 Eh
H: E LSDA-x = -0.456680 Eh
H: eps = -0.245129 Eh
H: J = 0.592863 Eh
H: Cx X = 0.254640 Eh
H: kappa = 0.382735 Eh
H: eps - kappa/2 = -0.436496 Eh
H frozen: remainder at n=1/4 = 0.003857 Eh
H(1/2): E = -0.278961 Eh
H(1/2): eps = -0.467508 Eh
H(1/2): J = 0.661982 Eh
H(1/2): Cx X = 0.283787 Eh
H(1/2): kappa = 0.427801 Eh
H(1/2): eps - E1[phi_1/2] = -0.016536 Eh
limit error LSDA-x 2E(1/2)-E(1) = -0.101242 Eh = -2.755 eV
limit error LOSC E1[phi_1/2]-E(1) = 0.005708 Eh = 0.155 eV
frozen H2+ R=20: E_LOSC - E(H) = -5.3e-10 Eh
residual R=20 = -4.43e-06 Eh
residual R=30 = -8.75e-07 Eh
decay power = 4.00 
residual R=20 from atom in field = -4.43e-06 Eh
R = 20.0 bohr
1/R = 0.050000 Eh
|d| = 9.9977 bohr
Delta LSDA-x = 3.8e-10 Eh
theta = 0.7854 rad
lam_aa = 0.5000 
|lam_ab| = 0.5000 
kappa_aa = 0.427801 Eh
kappa_ab = 0.050012 Eh
int|a||b| = 2e-09 
E LSDA-x = -0.545424 Eh
E - 2E(1/2) = 0.012499 Eh
dE = 0.094447 Eh = 2.570 eV
E LOSC = -0.450977 Eh
2E_LOSC(H 1/2) = -0.450972 Eh
eps_g LSDA-x = -0.492506 Eh
d eps_g = -0.025006 Eh
d eps_u = 0.025006 Eh
eps_g LOSC = -0.517512 Eh = -14.082 eV
eps_u LOSC = -0.467501 Eh = -12.721 eV
HF E(H2+) = -0.499816 Eh
HF E(H2 triplet) = -0.999620 Eh
reference -IP = -0.549816 Eh = -14.961 eV
reference -EA = -0.499804 Eh = -13.600 eV
gap LOSC = 0.050012 Eh = 1.361 eV
gap reference = 0.050012 Eh = 1.361 eV
relaxed dE_LOSC/dn_g = -0.527359 Eh
kappa-relaxation term = -0.009846 Eh
R=2: 2|d| = 2.1743 bohr
R=2: sqrt(W) Delta = 12.8580 bohr
R=2: dE = 0.000000 Eh
R=2: d eps_g = -0.207985 Eh
switch R* = 3.64 bohr
jump of dE at R* = 0.0455 Eh = 1.238 eV
\end{verbatim}
